# Overlap of two numerical orbitals as a sum over Gaunt coefficients, part 2

The problem is the overlap $S(\mathbf R)=\int\phi_1^*(\mathbf r)\,\phi_2(\mathbf r-\mathbf R)\,d^3r$ of two orbitals $\phi_a=f_a(r)Y_{l_am_a}(\hat{\mathbf r})$, $a=1,2$, with $R=|\mathbf R|$. The $f_a$ are real, square integrable and zero beyond $c_a$; the $Y_{lm}$ are complex, in the Condon–Shortley phase. With the spherical Bessel functions

$$j_l(x)=\frac{x^l}{2^{l+1}l!}\int_{-1}^1(1-\mu^2)^l\cos(x\mu)\,d\mu, \tag{3}$$

define

$$F_a(k)=\sqrt{\tfrac2\pi}\int_0^\infty r^2j_{l_a}(kr)f_a(r)\,dr,\qquad I_l(R)=\int_0^\infty k^2j_l(kR)F_1(k)F_2(k)\,dk,$$

and the Gaunt coefficients $G_l=\int Y^*_{l_1m_1}Y_{l_2m_2}Y^*_{lm}\,d\Omega$, $m=m_2-m_1$.

A first derivation, by Fourier transforming the orbitals and expanding the plane wave, gave

$$S(\mathbf R)=4\pi\sum_li^{\,l_1-l_2-l}\,G_l\,Y_{lm}(\hat{\mathbf R})\,I_l(R), \tag{2}$$

where $l=|l_1-l_2|,\,|l_1-l_2|+2,\dots,l_1+l_2$, restricted to $l\ge|m|$. The Cauchy–Schwarz inequality secured convergence of the $k$ integral.

A second derivation, by differentiation, is under way. It starts from the overlap of two s orbitals $\phi_a=f_a(r)/\sqrt{4\pi}$, found without a three-dimensional Fourier transform:

$$S(R)=\frac1R\int_0^\infty k\,F_1F_2\sin kR\,dk=\int_0^\infty k^2\,\frac{\sin kR}{kR}\,F_1(k)F_2(k)\,dk. \tag{1}$$

Let $\mathcal Y_{lm}(\mathbf r)=r^lY_{lm}(\hat{\mathbf r})$, a polynomial in $x,y,z$; replacing these by partial derivatives defines $\mathcal Y_{lm}(\nabla)$. With $D=\frac1r\frac d{dr}$, any spherical function $g(r)$ obeys

$$\mathcal Y_{lm}(\nabla)\,g(r)=\mathcal Y_{lm}(\mathbf r)\,D^lg(r). \tag{6}$$

The numerical example, in atomic units, uses the lowest p and d states of $-Z/r$ inside a hard sphere. The p orbital ($a=1$) has $Z=1$, $c_1=5$ bohr and energy $0.0076$ hartree; the d orbital ($a=2$) has $Z=2$, $c_2=6$ bohr and energy $-0.125000$ hartree. The main case is $\mathbf R=(1,2,2)$ bohr, so $R=3$ bohr, with $m_1=0$, $m_2=1$. For a bond along z, $\sigma$ and $\pi$ denote $m_1=m_2=0$ and $m_1=m_2=1$.

**Each orbital as a derivative.** Assume now that $f_a/r^{l_a}$ is bounded, which holds for an orbital that starts as $r^{l_a}$ at its nucleus. Starting from $h_0=f_a/r^{l_a}$, integrate inward from the cutoff $l_a$ times:

$$h_{j}(r)=-\int_r^{c_a}s\,h_{j-1}(s)\,ds,\qquad g_a=h_{l_a}.$$

Differentiation gives $Dh_j=h_{j-1}$, so $D^{l_a}g_a=f_a/r^{l_a}$, and (6) yields

$$\mathcal Y_{l_am_a}(\nabla)\,g_a=r^{l_a}Y_{l_am_a}\,\frac{f_a}{r^{l_a}}=\phi_a .$$

The function $g_a$ vanishes beyond $c_a$, as the orbital does. For a p orbital, $g=-\int_r^cf\,ds$, and its gradient is $\hat{\mathbf r}f$, the three p functions up to normalization. No delta function arises at the nucleus or the cutoff: derivatives of $g_a$ below order $l_a$ are continuous with bounded slopes, so that the last derivative is an ordinary bounded function.

**Overlaps as derivatives.** Let

$$T(R)=\int g_1(|\mathbf r|)\,g_2(|\mathbf r-\mathbf R|)\,d^3r ,$$

a spherical function of $\mathbf R$. Apply $\mathcal Y_{l_2m_2}(\nabla_R)$. Differentiating $g_2(|\mathbf r-\mathbf R|)$ with respect to $\mathbf R$ is minus differentiating with respect to its argument, which gives $(-1)^{l_2}$ in all:

$$\mathcal Y_{l_2m_2}(\nabla_R)T=(-1)^{l_2}\int g_1(|\mathbf r|)\phi_2(\mathbf r-\mathbf R)\,d^3r=(-1)^{l_2}\int g_1(|\mathbf s+\mathbf R|)\phi_2(\mathbf s)\,d^3s .$$

The second form follows from $\mathbf r=\mathbf s+\mathbf R$. Now apply $\mathcal Y^*_{l_1m_1}(\nabla_R)$, the operator with conjugated coefficients. It acts on $g_1$, this time without a sign, and produces $\phi_1^*(\mathbf s+\mathbf R)$. Returning to $\mathbf r$ gives the overlap, so that

$$S(\mathbf R)=(-1)^{l_2}\,\mathcal Y^*_{l_1m_1}(\nabla_R)\,\mathcal Y_{l_2m_2}(\nabla_R)\,T(R). \tag{7}$$

**Where the Gaunt coefficients enter.** On the unit sphere, completeness of the harmonics gives $Y^*_{l_1m_1}Y_{l_2m_2}=\sum_lG_lY_{lm}$. For a vector $\mathbf v$ of any length this becomes a relation between polynomials,

$$\mathcal Y^*_{l_1m_1}(\mathbf v)\mathcal Y_{l_2m_2}(\mathbf v)=\sum_lG_l\,(\mathbf v\cdot\mathbf v)^{p_l}\,\mathcal Y_{lm}(\mathbf v),\qquad p_l=\tfrac12(l_1+l_2-l).$$

The rules for $G_l$ make $p_l$ a non-negative integer. Partial derivatives commute, so $\mathbf v$ may be replaced by $\nabla_R$. With (6) applied to the spherical function $\nabla^{2p_l}T$,

$$S(\mathbf R)=(-1)^{l_2}\sum_lG_l\,Y_{lm}(\hat{\mathbf R})\;R^lD_R^l\,\nabla^{2p_l}T(R),\qquad D_R=\frac1R\frac d{dR}. \tag{8}$$

This is the overlap in real space: the selection rules and the dependence on direction are complete, and no wave vector has appeared.

**Return to the k integrals.** Let $\Gamma_a(k)=\sqrt{2/\pi}\int r^2j_0(kr)g_a\,dr$. The s-orbital result (1) refers to functions divided by $\sqrt{4\pi}$, so it applies to $g_a$ with $f_a\to\sqrt{4\pi}\,g_a$, and

$$T(R)=4\pi\int_0^\infty k^2j_0(kR)\,\Gamma_1(k)\Gamma_2(k)\,dk .$$

Two recurrences are needed. Differentiating the integral form (3) of $x^{-l}j_l$ and integrating by parts with $\mu(1-\mu^2)^l=-\frac1{2(l+1)}\frac d{d\mu}(1-\mu^2)^{l+1}$ gives

$$\frac1x\frac d{dx}\left[x^{-l}j_l\right]=-x^{-l-1}j_{l+1}. \tag{9}$$

Repeated from $l=0$, and with $x=kR$, this becomes $R^lD_R^l\,j_0(kR)=(-k)^lj_l(kR)$. For the second recurrence, write (9) at $l-1$ as $j_l=-j_{l-1}'+\frac{l-1}xj_{l-1}$. Then

$$j_l'+\frac{l+1}xj_l=-j_{l-1}''-\frac2xj_{l-1}'+\frac{l(l-1)}{x^2}j_{l-1}=j_{l-1}.$$

The last step is the radial equation obeyed by $j_{l-1}$, which follows because each angular component of a plane wave satisfies $(\nabla^2+k^2)\psi=0$. Equivalently, $\frac d{dr}[r^{l+1}j_l(kr)]=k\,r^{l+1}j_{l-1}(kr)$.

This relates $F_a$ to $\Gamma_a$. Since $f_a=r^{l}D^{l}g_a$ with $l=l_a$, one integration by parts gives

$$\int r^{l+2}j_l(kr)\,D^lg_a\,dr=\int r^{l+1}j_l\,\frac d{dr}\left(D^{l-1}g_a\right)dr=-k\int r^{l+1}j_{l-1}(kr)\,D^{l-1}g_a\,dr .$$

The boundary terms vanish at $c_a$ because $D^{l-1}g_a$ does, and at the origin because of the powers of $r$. The right side has the original form with $l$ lowered by one. After $l_a$ steps, $F_a=(-k)^{l_a}\Gamma_a$.

Now insert the integral for $T$ into (8). The Laplacian acts on $j_0(kR)$ as $-k^2$, so

$$R^lD_R^l\nabla^{2p_l}T=4\pi\int_0^\infty k^2\,\Gamma_1\Gamma_2\,(-k^2)^{p_l}(-k)^l\,j_l(kR)\,dk .$$

Differentiation under the integral is allowed: at large $k$ even the highest derivative leaves an integrand bounded by a multiple of $k^2|F_1F_2|$, which is integrable. The powers of $k$ from the derivatives add up to $2p_l+l=l_1+l_2$ and turn $\Gamma_1\Gamma_2$ into $F_1F_2$. The signs, including the $(-1)^{l_2}$ of (8), are

$$(-1)^{l_2}\,(-1)^{p_l}\,(-1)^{l}\,(-1)^{l_1+l_2}=(-1)^{p_l+l_1+l}=(-1)^{p_l-l_2},$$

where $l_1+l$ and $l_2$ have the same parity. Since $p_l-l_2=\frac12(l_1-l_2-l)$, this is $i^{\,l_1-l_2-l}$, and (2) is recovered. In the first derivation the phase came from transforming each orbital and the plane wave; here it counts the minus signs of derivatives.

**Beyond the cutoffs.** If $R>c_1+c_2$ the orbitals do not touch and $S=0$. Formula (8) says more. There $T$ and all its derivatives vanish, so every $I_l$ with an $l$ allowed by the triangle and parity rules vanishes separately, although its integrand does not. For the p–d pair at 12 bohr, beyond the sum of 11 bohr, the computed $|I_1|$ and $|I_3|$ are below $2\times10^{-13}$.

The integral $I_5$, which has no Gaunt coefficient to accompany it, equals $0.0118$ at the same distance. For $l=l_1+l_2+2$ the exponent $p_l$ would be $-1$: in place of $T$ stands a solution $W$ of $\nabla^2W=T$ that vanishes at infinity. Like the potential of a confined charge, it varies as $1/R$ outside the source, and $R^lD_R^l(1/R)$ is proportional to $R^{-l-1}$. Such an integral therefore has a power-law tail, unless $\int T\,d^3R$ happens to vanish. The Gaunt coefficients keep it out of the overlap.

**A finite upper limit.** In practice the $k$ integral stops at some $K$. Suppose $u_a=rf_a$ vanishes at the cutoff with a nonzero slope, as at a hard wall. For large $k$, $j_l(kr)\approx\sin(kr-l\pi/2)/kr$, and two integrations by parts leave the boundary term

$$F_a(k)\approx\sqrt{\tfrac2\pi}\;\frac{u_a'(c_a)\sin(kc_a-l_a\pi/2)}{k^3}.$$

The region near the nucleus contributes at higher order. The leading term $r^{l_a}$ leaves nothing there, because $r^{l+2}j_l(kr)=\frac1k\frac d{dr}[r^{l+2}j_{l+1}(kr)]$ is a total derivative whose bracket vanishes at the origin. The next term, $r^{l_a+1}$ in $f_a$, set by the nuclear charge, gives $k^{-l_a-4}$, as the substitution $r=x/k$ shows. The program tests the law for $k>50$ bohr$^{-1}$. The largest values of $k^3|F_a|$ are $0.3370$ and $0.2893$ bohr$^{-3/2}$, against predicted amplitudes $A_1=0.3364$ and $A_2=0.2893$.

Replacing every sine by one in the tail gives the large-$K$ estimate

$$|\delta I_l|\lesssim\int_K^\infty k^2\,\frac{A_1A_2}{k^6}\,\frac{dk}{kR}=\frac{A_1A_2}{4RK^4}.$$

At $R=3$ bohr and $K=20$ bohr$^{-1}$ it is $5.1\times10^{-8}$. The absolute changes of $I_1$ and $I_3$, relative to a calculation with $K=100$ bohr$^{-1}$, are $1.3\times10^{-10}$ and $2.8\times10^{-10}$. They lie far below the estimate because the tail oscillates. The product of three sines contains the frequencies $|c_1\pm c_2\pm R|$, here 14, 8, 4 and 2 bohr, each with weight $\frac14$, and a term of frequency $\omega$ leaves a tail smaller than the estimate by a factor of about $1/\omega K$. With all four terms in phase the tail would be $5.1\times10^{-8}\,(\frac1{14}+\frac18+\frac14+\frac12)/20=2.4\times10^{-9}$. The rest of the gain depends on the particular $K$: to leading order both tails have the magnitude $\frac{A_1A_2}{4RK^5}\left|\frac{\cos14K}{14}+\frac{\cos8K}8+\frac{\cos4K}4-\frac{\cos2K}2\right|$, and at $K=20$ bohr$^{-1}$ the terms partly cancel, leaving $0.12$ inside the bars and a tail of $3\times10^{-10}$. This is close to the change of $I_3$ but more than twice that of $I_1$: where the leading terms cancel this far, the leading law gives only the order of magnitude.

Since $l_1+l_2+l$ is even, each term is $\pm\sin\omega k$ to leading order. When $\omega K$ is of order one the factor $1/\omega K$ no longer applies, so that the term is limited only by its weight $\frac14$ and can leave a tail of nearly a quarter of the estimate. At $\omega=0$ the leading term vanishes, but the next order does not. The sines acquire phase shifts $l_a(l_a+1)/2kc_a$ (for $u_a''(c_a)=0$, as the radial equation gives at a hard wall) and $l(l+1)/2kR$. Their net shift $\delta/k$ leaves a non-oscillating tail of magnitude $\frac{A_1A_2}{4RK^5}\frac{|\delta|}5$, the same order in $K$ as the oscillating terms. At $R=c_2-c_1=1$ bohr, $\delta=0.5-0.2-\frac12l(l+1)$ in bohr$^{-1}$, so $|\delta|/5$ is $0.14$ for $I_1$ and $1.14$ for $I_3$, while the three oscillating terms together reach at most $\frac1{12}+\frac1{10}+\frac12=0.68$. At $R=0$ only two sines remain, and a constant term survives when the cutoffs are equal. The norm of a single orbital is such a case: there the integrand $k^2F_a^2$ contains $\sin^2$, whose mean is $\frac12$, and the missing part is $A_a^2/(6K^3)$. For the p orbital and $K=100$ bohr$^{-1}$ this is $0.3364^2/(6\times10^6)=1.9\times10^{-8}$, in agreement with the computed norm $0.99999998$.

**What each derivation assumes.** The first needs square-integrable orbitals, each a radial function times a spherical harmonic. The finite range is a convenience there: for orbitals with infinite tails, $F_a$ still exists as a limit in the mean, and the argument is unchanged. Nothing is required of $f_a$ at the nucleus beyond square integrability. Real $f_a$ is needed only to write $F_1$ rather than $F_1^*$. If an orbital is not square integrable, as for a scattering state, the Cauchy–Schwarz argument no longer secures convergence, and the formula cannot be used without further study.

The second derivation, as given, asks for more: a finite range, so that the inward integrations have a starting point, and a bounded $f_a/r^{l_a}$, so that the derivatives contain no singular terms at the nucleus. In return it gives the real-space form (8), in which the overlap depends on $T$ only in the neighbourhood of the distance $R$. The separate vanishing of each allowed $I_l$ is then immediate. From the first derivation it follows by another argument: $S$ vanishes for every direction of $\mathbf R$, so projecting (2) with $m_1=m_2=0$ on $Y_{l0}$ isolates one $I_l$ at a time, and $G_l$ is then nonzero for each allowed $l$.

Both derivations use the same Gaunt coefficients for the same reason, the product of two harmonics on one sphere. In the first this is the sphere of directions of $\mathbf k$; in the second it is the algebra of the derivatives, for which $\mathbf k$ is the Fourier counterpart. For numerical work (2) is the more convenient form, since (8) requires $l_1+l_2$ derivatives of a tabulated function, which amplify its errors.

The numerical check compares (2) with direct real-space integration for all $m$ pairs of the p–d, d–p, p–p and d–d combinations and two bond vectors. The largest absolute deviation is $5\times10^{-13}$.

## Values computed for the example and the checks

```
p orbital: Z = 1, cutoff = 5 bohr, energy = 0.007594 hartree
d orbital: Z = 2, cutoff = 6 bohr, energy = -0.125000 hartree
bond vector (bohr): [1. 2. 2.]  length = 3.0000 bohr
p-d overlap with m1 = 0, m2 = 1, so m = 1 (all dimensionless):
 l=1 sign factor = -1, Gaunt G = +0.218510
 l=1 Y_l1(bond) = -0.115165 -0.230329 i
 l=1 radial integral I_l = +0.3284574
 l=1 term = +0.1038673 +0.2077347 i
 l=3 sign factor = +1, Gaunt G = +0.233597
 l=3 Y_l1(bond) = -0.131666 -0.263332 i
 l=3 radial integral I_l = +0.1269949
 l=3 term = -0.0490836 -0.0981672 i
sum of terms       = +0.0547837 +0.1095675 i
real-space overlap = +0.0547837 +0.1095675 i
largest deviation, all m pairs and bonds = 4.7e-13
largest deviation, real harmonics, p-d = 6.0e-13
norm of p from k space at R = 0: 0.99999998
norm of d from k space at R = 0: 0.99999999
p-d overlap, bond along z: R (bohr), sigma (m=0), pi (m=1)
  1.0  -0.402145  -0.377330
  3.0  -0.213734  -0.611053
  5.0  +0.356245  -0.281672
  7.0  +0.198210  -0.045254
  9.0  +0.017169  -0.001348
R = 12 bohr, sum of cutoffs = 11 bohr:
  allowed |I_1| = 1.8e-13, |I_3| = 1.7e-13
  forbidden I_5 = 0.011762
p: max k^3|F| for k > 50 = 0.33702, predicted 0.33641 bohr^(-3/2)
d: max k^3|F| for k > 50 = 0.28927, predicted 0.28926 bohr^(-3/2)
upper limit K (1/bohr), error of I_1, error of I_3, estimated bound
  10  4.0e-08  4.1e-08  8.1e-07
  20  1.3e-10  2.8e-10  5.1e-08
  40  7.2e-13  1.3e-12  3.2e-09
```
